# Power left after eleven extreme-ultraviolet mirror reflections: test program

```python
# Result under test: N successive mirrors of power reflectance R pass the
# fraction T = R**N of the light; R = 0.68 and N = 11 give about 1.4 percent.
# Symbols: R reflectance of one mirror, N number of reflections, T transmitted
# fraction, P0 in-band power entering the first mirror (W).
# A Mo/Si multilayer model sizes the effects of bandwidth, angle, polarization.
import numpy as np
from scipy.optimize import brentq

R, N = 0.68, 11
T = R**N
assert abs(100*T - 1.4) < 0.05

# Photon-by-photon simulation: each arriving photon survives with chance R.
rng = np.random.default_rng(12345)
photons = 2_000_000
alive = photons
lost = []
for mirror in range(N):
    survivors = int(np.count_nonzero(rng.random(alive) < R))
    lost.append(alive - survivors)
    alive = survivors
T_sim = alive/photons
assert abs(T_sim - T) < 5*np.sqrt(T*(1 - T)/photons)
loss_formula = R**np.arange(N)*(1 - R)
loss_error = np.sqrt(loss_formula*(1 - loss_formula)/photons)
assert np.all(np.abs(np.array(lost)/photons - loss_formula) < 5*loss_error)
assert abs(loss_formula.sum() - (1 - T)) < 1e-12

# Sensitivity: finite difference of the explicit product of N reflectances.
step = 1e-5
slope = (np.prod(np.full(N, R + step)) - np.prod(np.full(N, R - step)))/(2*step)
assert abs(slope/T - N/R) < 1e-5
gain_exact = np.prod(np.full(N, R + 0.01))/T - 1
gain_linear = N*0.01/R

# Unequal mirrors with the same mean reflectance.
uneven = np.array([R + 0.02]*5 + [R - 0.02]*5 + [R])
drop_exact = 1 - np.prod(uneven)/T
drop_formula = N*np.var(uneven)/(2*R**2)
assert abs(drop_exact/drop_formula - 1) < 0.01

# Inverse questions, checked by root finding on the explicit product.
halving = np.log(2)/np.log(1/R)
assert abs(brentq(lambda m: R**m - 0.5, 0, 10) - halving) < 1e-9
R_for_2 = 0.02**(1/N)
root = brentq(lambda x: np.prod(np.full(N, x)) - 0.02, 0.1, 0.99)
assert abs(root - R_for_2) < 1e-9


def stack_reflectance(lam, period, n_top, n_bot, frac_bot, pairs, n_sub,
                      angle_deg=0.0, pol="s"):
    """Power reflectance of a periodic stack in vacuum, built from below."""
    lam = np.asarray(lam, dtype=float)
    layers = [(1.0, 0.0)]
    layers += [(n_top, period*(1 - frac_bot)), (n_bot, period*frac_bot)]*pairs
    layers += [(n_sub, 0.0)]
    sin2 = np.sin(np.radians(angle_deg))**2
    r = np.zeros(lam.shape, dtype=complex)
    for i in range(len(layers) - 2, -1, -1):
        (na, _), (nb, db) = layers[i], layers[i + 1]
        ka = 2*np.pi/lam*np.sqrt(na**2 - sin2 + 0j)
        kb = 2*np.pi/lam*np.sqrt(nb**2 - sin2 + 0j)
        qa, qb = (ka, kb) if pol == "s" else (ka/na**2, kb/nb**2)
        f = (qa - qb)/(qa + qb)
        back = r*np.exp(2j*kb*db)
        r = (f + back)/(1 + f*back)
    return np.abs(r)**2


# Rough typical optical constants near 13.5 nm, held fixed over the band.
n_mo, n_si = 0.924 + 0.0064j, 0.999 + 0.0018j
lam0, pairs, frac_mo = 13.5, 40, 0.4

# Check 1: closed formula for a lossless quarter-wave stack.
a, b = n_si.real, n_mo.real
da, db = lam0/(4*a), lam0/(4*b)
admittance = a*(a/b)**(2*pairs)
closed = ((1 - admittance)/(1 + admittance))**2
recursive = float(stack_reflectance(lam0, da + db, a, b, db/(da + db), pairs, a))
assert abs(closed - recursive) < 1e-10

# Fixed constants make reflectance depend on period/wavelength only, so the
# period can be rescaled to put the peak at lam0.
lam = np.linspace(12.6, 14.4, 1801)
trial = 6.9
first = stack_reflectance(lam, trial, n_si, n_mo, frac_mo, pairs, n_si)
period = trial*lam0/lam[np.argmax(first)]
curve = stack_reflectance(lam, period, n_si, n_mo, frac_mo, pairs, n_si)
assert abs(lam[np.argmax(curve)] - lam0) < 0.003
peak = float(curve.max())
assert R < peak < 1

# Check 2: characteristic matrices for the absorbing stack.
matrix = np.eye(2, dtype=complex)
for n, d in [(n_si, period*(1 - frac_mo)), (n_mo, period*frac_mo)]*pairs:
    ph = 2*np.pi*n*d/lam0
    matrix = matrix @ np.array([[np.cos(ph), -1j*np.sin(ph)/n],
                                [-1j*n*np.sin(ph), np.cos(ph)]])
E, H = matrix @ np.array([1, n_si])
at_centre = float(stack_reflectance(lam0, period, n_si, n_mo, frac_mo, pairs, n_si))
assert abs(abs((E - H)/(E + H))**2 - at_centre) < 1e-9

# Bandwidth: shape scaled to peak R, flat source over a 2 percent band.
shape = curve/peak
dlam = lam[1] - lam[0]
width_one = np.count_nonzero(shape > 0.5)*dlam
width_all = np.count_nonzero(shape**N > 0.5)*dlam
assert width_all < width_one
band = np.linspace(0.99*lam0, 1.01*lam0, 1001)
R_band = R*stack_reflectance(band, period, n_si, n_mo, frac_mo, pairs, n_si)/peak
T_band = np.mean(R_band**N)
T_wrong = np.mean(R_band)**N
assert T_wrong < T_band < T
band_factor = T_band/T

# Oblique incidence at 10 degrees, period unchanged and then lengthened.
angle = 10.0
oblique = {}
for name, d in [("same", period), ("longer", period/np.cos(np.radians(angle)))]:
    for pol in "sp":
        oblique[name, pol] = float(stack_reflectance(
            lam0, d, n_si, n_mo, frac_mo, pairs, n_si, angle, pol))/peak
mean_same = (oblique["same", "s"] + oblique["same", "p"])/2
mean_longer = (oblique["longer", "s"] + oblique["longer", "p"])/2
assert mean_same < mean_longer
assert abs(mean_longer - 1) < 0.03

# Worked example.
P0, dose, diameter = 400.0, 30.0, 30.0       # W, mJ/cm2, cm
area = np.pi*diameter**2/4
energy = dose*1e-3*area
power = P0
powers = []
for mirror in range(N):
    power -= (1 - R)*power
    powers.append(power)
assert abs(power - P0*T) < 1e-9
pellicle = 0.90**2
power_corrected = power*band_factor*pellicle

print(f"reflectance of one mirror: {R:.2f}")
print(f"number of reflections: {N}")
print(f"transmitted fraction: {100*T:.3f} %")
print(f"simulated fraction, {photons} photons: {100*T_sim:.3f} %")
print(f"sum of single losses (wrong rule): {100*N*(1-R):.0f} %")
print(f"fraction for R = 0.675: {100*0.675**N:.2f} %")
print(f"fraction for R = 0.685: {100*0.685**N:.2f} %")
print(f"mirrors that halve the power: {halving:.2f}")
print(f"gain from removing one mirror: factor {1/R:.2f}")
print(f"R needed for 2 % transmission: {R_for_2:.4f}")
print(f"gain for R = 0.69, exact: {100*gain_exact:.1f} %")
print(f"gain for R = 0.69, linear: {100*gain_linear:.1f} %")
print(f"drop for five 0.70, five 0.66, one 0.68: {100*drop_exact:.2f} %")
print(f"same drop from variance formula: {100*drop_formula:.2f} %")
print(f"power entering first mirror: {P0:.0f} W")
for j, p in enumerate(powers, 1):
    print(f"power after mirror {j}: {p:.2f} W")
print(f"power lost at first mirror: {P0*(1-R):.1f} W")
print(f"power lost at last mirror: {powers[-2]-powers[-1]:.2f} W")
print(f"total power lost: {P0-power:.2f} W")
print(f"dose: {dose:.0f} mJ/cm2")
print(f"wafer area: {area:.1f} cm2")
print(f"energy for the wafer: {energy:.2f} J")
print(f"shortest exposure time: {energy/power:.2f} s")
print(f"Mo index n, k: {n_mo.real:.3f}, {n_mo.imag:.4f}")
print(f"Si index n, k: {n_si.real:.3f}, {n_si.imag:.4f}")
print(f"bilayers: {pairs}, Mo share of period: {frac_mo:.1f}")
print(f"wavelength: {lam0:.1f} nm, period: {period:.3f} nm")
print(f"ideal multilayer peak reflectance: {100*peak:.1f} %")
print(f"full width at half maximum, one mirror: {width_one:.2f} nm")
print(f"full width at half maximum, eleven: {width_all:.2f} nm")
print(f"source band: {band[0]:.3f} to {band[-1]:.3f} nm")
print(f"band-averaged transmission: {100*T_band:.3f} %")
print(f"power of band-averaged R (wrong): {100*T_wrong:.3f} %")
print(f"bandwidth factor: {band_factor:.3f}")
print(f"10 deg, same period, R/peak s, p: "
      f"{oblique['same','s']:.3f}, {oblique['same','p']:.3f}")
print(f"10 deg, longer period, R/peak s, p: "
      f"{oblique['longer','s']:.3f}, {oblique['longer','p']:.3f}")
print(f"pellicle factor, two passes at 0.90: {pellicle:.2f}")
print(f"wafer power with band and pellicle: {power_corrected:.2f} W")
print(f"overall fraction with both: {100*power_corrected/P0:.2f} %")
print(f"exposure time with both: {energy/power_corrected:.2f} s")
print("all assertions hold")
```

Output:

```
reflectance of one mirror: 0.68
number of reflections: 11
transmitted fraction: 1.437 %
simulated fraction, 2000000 photons: 1.432 %
sum of single losses (wrong rule): 352 %
fraction for R = 0.675: 1.33 %
fraction for R = 0.685: 1.56 %
mirrors that halve the power: 1.80
gain from removing one mirror: factor 1.47
R needed for 2 % transmission: 0.7007
gain for R = 0.69, exact: 17.4 %
gain for R = 0.69, linear: 16.2 %
drop for five 0.70, five 0.66, one 0.68: 0.43 %
same drop from variance formula: 0.43 %
power entering first mirror: 400 W
power after mirror 1: 272.00 W
power after mirror 2: 184.96 W
power after mirror 3: 125.77 W
power after mirror 4: 85.53 W
power after mirror 5: 58.16 W
power after mirror 6: 39.55 W
power after mirror 7: 26.89 W
power after mirror 8: 18.29 W
power after mirror 9: 12.43 W
power after mirror 10: 8.46 W
power after mirror 11: 5.75 W
power lost at first mirror: 128.0 W
power lost at last mirror: 2.71 W
total power lost: 394.25 W
dose: 30 mJ/cm2
wafer area: 706.9 cm2
energy for the wafer: 21.21 J
shortest exposure time: 3.69 s
Mo index n, k: 0.924, 0.0064
Si index n, k: 0.999, 0.0018
bilayers: 40, Mo share of period: 0.4
wavelength: 13.5 nm, period: 6.908 nm
ideal multilayer peak reflectance: 73.1 %
full width at half maximum, one mirror: 0.71 nm
full width at half maximum, eleven: 0.33 nm
source band: 13.365 to 13.635 nm
band-averaged transmission: 1.249 %
power of band-averaged R (wrong): 1.237 %
bandwidth factor: 0.869
10 deg, same period, R/peak s, p: 0.789, 0.679
10 deg, longer period, R/peak s, p: 1.002, 0.972
pellicle factor, two passes at 0.90: 0.81
wafer power with band and pellicle: 4.05 W
overall fraction with both: 1.01 %
exposure time with both: 5.24 s
all assertions hold
```
